Enumerating and signing the Wick contractions of second-order QED

Before a cross section for electron–electron scattering can be computed, two decisions are needed: whether the direct and exchange diagrams are added or subtracted, and whether the factor 1/2! of second-order perturbation theory stays in the amplitude. In the example treated below, the wrong relative sign lowers the squared amplitude by about 23 percent of its correct value. Keeping 1/2! with each diagram written once would reduce it to a quarter. Both decisions follow from listing the Wick contractions and counting operator exchanges.

**The term and its conventions**

Units are ħ = c = m = 1, with m the electron mass. The metric is (+,−,−,−), and spinors satisfy ūu = 2. With g the charge of the field, the interaction and the second-order term are

V(x) = g :ψ̄(x)γ^μψ(x)A_μ(x):

S₂ = ((−i)²/2!) ∫d⁴x d⁴y T{V(x)V(y)}.

Colons denote normal ordering: creation parts stand left of annihilation parts, with a minus sign for each exchange of two fermion operators. T places later operators to the left with the same sign rule. Spinor indices and γ matrices travel with their fields and do not affect the signs.

A contraction is the vacuum value of a time-ordered pair. Those needed are

S(x,y) = ⟨0|T ψ(x)ψ̄(y)|0⟩,  D(x,y) = ⟨0|T A(x)A(y)|0⟩.

Pairs ψψ and ψ̄ψ̄ have zero vacuum value because they do not conserve charge.

**Why contractions appear**

Split each field into annihilation and creation parts, φᵢ = aᵢ + cᵢ, and let the product φ₁φ₂…φₙ already be in time order. Suppose φ₂…φₙ has been written as a sum of normal products. Multiply one of them, :φ₂…φₖ:, by φ₁ from the left. The part c₁ is already in its proper place. The part a₁ must move to the right end. Passing φⱼ, it leaves the bracket of a₁ with cⱼ, an anticommutator for fermions and a commutator for photons. This bracket is a number, equal to ⟨0|φ₁φⱼ|0⟩. Hence

φ₁ :φ₂…φₖ: = :φ₁φ₂…φₖ: + Σⱼ σⱼ ⟨0|φ₁φⱼ|0⟩ :φ₂…(φⱼ omitted)…φₖ:.

Here σⱼ is the sign for bringing φⱼ next to φ₁. Repeating the step from the right end of the product produces each set of disjoint pairs once, including the empty set. This is Wick's theorem. If the operators are written in another order, T products and normal products acquire the same exchange sign, so the statement persists.

Normal ordering inside V removes pairs at one vertex. Indeed :ψ̄ψ: = ψ̄ψ − ⟨0|ψ̄ψ|0⟩, and the subtraction cancels the terms in which those two fields are contracted with each other.

**Four fermion operators by hand**

Leave the photons aside and number the fermion operators in their written order:

ψ̄(x) = 1, ψ(x) = 2, ψ̄(y) = 3, ψ(y) = 4.

Contract ψ(x) with ψ̄(y). Put the contracted pair first and the remaining operators after it. The order is 2,3,1,4. An inversion is a larger number standing before a smaller one; here they are (2,1) and (3,1). Two inversions give an even permutation:

+ S(x,y) :ψ̄(x)ψ(y):.

Contract instead ψ(y) with ψ̄(x), writing ψ first so that the number is S(y,x). The remaining fields are written ψ̄(y)ψ(x), following the fermion line. The order 4,1,3,2 has inversions (4,1), (4,3), (4,2) and (3,2), so the sign is again plus.

With both contractions the order is 4,1,2,3. Its three inversions give

− S(y,x) S(x,y),

which becomes minus a trace once the γ matrices are restored. A closed fermion loop has appeared together with its sign.

These signs hold for any length of line. Along an open line, ψ̄₁ψ₁ψ̄₂ψ₂…ψ̄ₙψₙ already contains the pairs ψ₁ψ̄₂, ψ₂ψ̄₃ and so on as neighbours, so no exchange is needed. To close the loop, ψ̄₁ must move to the far right past 2n−1 fermion operators, which gives −1. Vertices can be reordered freely, since each holds two fermion operators.

**All eight terms**

Restore the photons. There are three permitted pairs: ψ(x)ψ̄(y), ψ(y)ψ̄(x) and A(x)A(y). They share no operator, so each can be present or absent independently, giving 2³ = 8 terms.

Exchanging the names x and y turns some terms into others. Their integrals over both points are equal, although their values at fixed x and y need not be. Grouping them gives:

- no contraction: 1 term, sign +, two separate vertices
- photon exchange: 1 term, sign +
- Compton type, one fermion contraction: 2 terms, sign +
- fermion self-energy, one fermion and one photon contraction: 2 terms, sign +
- vacuum polarization, two fermion contractions: 1 term, sign −
- vacuum bubble, all three contractions: 1 term, sign −

The signs refer to the ordering along fermion lines used above. Seven terms in five classes connect the vertices. Photon exchange and the Compton type are trees; the other three connected classes contain loops. Their enumeration is finite, but their integrals need regularization and renormalization, which counting does not supply.

**The general algorithm**

The same procedure can be written as an algorithm for two kinds of ordered list: the vertex fields alone, or the vertex fields between operators of external particles in different modes, with every operator contracted.

1. Store each operator with its type, its place and its position in the list. Permit a pair if the types match, the vertices differ and at least one member belongs to a vertex.
2. Take the first undecided operator. Pair it with each permitted later operator in turn, and treat the remaining list in the same way. For an operator expansion, also allow it to remain uncontracted. Deciding the first operator each time prevents duplicates.
3. Write the contracted fermion pairs one after another, internal pairs as ψψ̄, then the uncontracted fields as ψ̄…ψ along each open line. With N inversions among the fermion positions, the sign is (−1)^N. Photon operators are ignored.
4. Record the contractions as a sorted list of edges. Form the list again with x and y exchanged, and keep the smaller of the two as the name of the diagram.
5. Count the members with the same name. The weight of the diagram is this multiplicity divided by 2!.

At order n, step 4 compares all n! vertex names and step 5 divides by n!. The number of contractions grows rapidly with n, so direct enumeration suits low orders.

**Adding external particles**

For a matrix element ⟨f|S₂|i⟩, final annihilation operators are placed on the left and initial creation operators on the right. Let b annihilate an electron and d a positron. Since ψ contains b and d†, while ψ̄ contains b† and d, the external contractions give, apart from plane waves and normalization,

bψ̄ → ū,  ψb† → u,  dψ → v,  ψ̄d† → v̄.

External pairs keep their written order. All external particles are taken in different modes, so an initial particle cannot be contracted directly with a final one. In forward scattering such spectator terms must be added.

For Møller scattering, choose |i⟩ = b₁†b₂†|0⟩ and ⟨f| = ⟨0|b₄b₃. The fermion operators, numbered 1 to 8, are

b₄ b₃ ψ̄(x) ψ(x) ψ̄(y) ψ(y) b₁† b₂†.

In the direct diagram, electron 1 becomes 3 at x and electron 2 becomes 4 at y. The pairs are b₃ψ̄(x), ψ(x)b₁†, b₄ψ̄(y), ψ(y)b₂†, or

2,3,4,7,1,5,6,8.

The numbers 2, 3 and 4 each precede 1; 7 precedes 1, 5 and 6. Six inversions give plus. Exchanging the final electrons gives

1,3,4,7,2,5,6,8.

Now 3 and 4 precede 2, while 7 precedes 2, 5 and 6. Five inversions give minus. Reordering the operators in ⟨f| could change both signs, but not their product.

Each diagram has a partner with x and y exchanged. An external particle attached to x then moves to y, so the partner is a different contraction, and the multiplicity is 2. It cancels 1/2!. This argument covers every connected process here with external particles. The complete vacuum contraction has no external label and maps to itself: its multiplicity is 1, and 1/2 remains.

Enumeration gives two diagrams each for these tree processes:

- Compton scattering: relative sign +
- Møller scattering: relative sign −
- Bhabha scattering, exchange versus annihilation diagram: relative sign −
- pair annihilation into two photons: relative sign +
- pair creation by two photons: relative sign +

The signs and weights were tested against matrices in a Fock space with a few modes and arbitrary mode amplitudes, where the operator products are multiplied directly. The eight-term identity holds in both time orders within 3.4×10⁻¹⁶ of the largest matrix element. The process amplitudes agree within 4.1×10⁻¹⁶ of their own magnitudes. Setting all contraction signs to plus spoils the Møller amplitude.

**What the plus sign does in Compton scattering**

The fermion contraction obeys (i∂̸−1)S(x,y) = iδ⁴(x−y), the delta function coming from the time step in T and the equal-time anticommutator. In momentum space, since q̸q̸ = q²,

S(q) = i/(q̸−1) = i(q̸+1)/(q²−1).

Let p,k be the initial and p′,k′ the final electron and photon momenta, and let u and ū′ be the initial and final electron spinors. After removal of common factors, the two diagrams are

M_a = ū′ε̸′(p̸+k̸+1)ε̸u / [(p+k)²−1]

M_b = ū′ε̸(p̸−k̸′+1)ε̸′u / [(p−k′)²−1].

Adding a multiple of k to ε is a gauge change, so the amplitude must vanish for ε = k. In M_a, p̸u = u gives k̸u = (p̸+k̸−1)u. The product (p̸+k̸+1)(p̸+k̸−1) equals the denominator, leaving M_a = ū′ε̸′u. In M_b, set q = p−k′ = p′−k. Then ū′p̸′ = ū′ gives ū′k̸ = −ū′(q̸−1), hence M_b = −ū′ε̸′u. Only the relative plus sign makes them cancel.

Take a photon of energy ω = 1 scattered by 60° from an electron at rest. The condition p′² = 1 gives ω−ω′−ωω′(1−cos θ) = 0, so

ω′ = 1/(1+0.5) = 0.6667.

For spin-up spinors and ε′ in the scattering plane, the terms are 0.8018 and −0.8018. Their sum vanishes to rounding; the wrong sign leaves 1.6036.

**What the minus sign does in Møller scattering**

Let t = (p₁−p₃)² and u = (p₁−p₄)². In Feynman gauge the photon contraction is −ig_μν/q², so apart from common factors M = M_t − M_u with

M_t = (ū₃γ^μu₁)(ū₄γ_μu₂)/t,  M_u = (ū₄γ^μu₁)(ū₃γ_μu₂)/u.

Averaging over initial spins and summing over final spins gives

W = W_tt + W_uu − 2W_tu,

where W_tu is the averaged real part of M_tM_u*. Define a = p₁·p₂, b = p₁·p₃ and c = p₁·p₄. Momentum conservation gives p₃·p₄ = a, p₂·p₄ = b, p₂·p₃ = c and b+c = 1+a.

The spin sum Σuū = p̸+1 turns each current in W_tt into

Tr[(p̸₃+1)γ^μ(p̸₁+1)γ^ν] = 4[p₃^μp₁^ν + p₁^μp₃^ν − g^μν(b−1)].

Contracting this with the same tensor for electrons 2 and 4 gives

16[2a²+2c²−4b(b−1)+4(b−1)²] = 32(a²+c²−2b+2).

Division by 4 for the spin average, and by t², yields

W_tt = 8(a²+c²−2b+2)/t².

W_uu follows by exchanging b with c and t with u.

The cross term contains a single trace,

X = Tr[(p̸₃+1)γ_μ(p̸₁+1)γ_ν(p̸₄+1)γ^μ(p̸₂+1)γ^ν].

Moving γ^μ leftward gives γ_μYr̸γ^μ = 2r̸Y − (γ_μYγ^μ)r̸ for any matrix Y and vector r. Starting from γ_μγ^μ = 4, this rule reduces one, two and three enclosed matrices to −2r̸, 4r·s and minus twice the reversed product. The sum over μ is therefore

−2p̸₄γ_νp̸₁ + 4p₁ν + 4p₄ν − 2γ_ν.

Multiplication by (p̸₂+1)γ^ν and the sum over ν give

−8a p̸₄ + 4p̸₄p̸₁ + 4(p̸₂+1)(p̸₁+p̸₄) + 4p̸₂ − 8.

The trace with p̸₃+1, using Tr(r̸s̸) = 4r·s, is

X = −32a² + 32(a+b+c) − 32 = −32a² + 64a,

where b+c = 1+a was used. Thus

W_tu = X/(4tu) = −8a(a−2)/(tu).

Take centre-of-mass momentum p = 1 and θ = 60°. Then t = −2p²(1−cos θ) = −1 and u = −2p²(1+cos θ) = −3. With E² = 2, a = E²+p² = 3, b = 1−t/2 = 1.5 and c = 1−u/2 = 2.5:

W_tt = 8(9+6.25−3+2)/1 = 114

W_uu = 8(9+2.25−5+2)/9 = 7.333

W_tu = −8·3·1/3 = −8

W = 114 + 7.333 + 16 = 137.333.

These are dimensionless squared amplitudes divided by g⁴. The wrong sign gives 105.333. The relative minus sign increases the result here because W_tu is negative. Since a = 1+2p², W_tu changes sign at p² = 1/2, at every angle with t and u nonzero. A minus sign between amplitudes therefore does not by itself mean a smaller cross section.

At 90°, t = u = −2p² and b = c = 1+p², so W_tt = W_uu and

W/(W_tt+W_uu) = 1 − W_tu/W_tt = 1 − (1−4p⁴)/(2+4p²+5p⁴).

At low momentum this is 1/2 + p² to leading order. The numerical value at p = 0.01 is 0.500100. Physically, slow electrons keep their spins: for equal spins the two amplitudes cancel at 90°, as the Pauli principle requires, while for opposite spins they lead to different final states and do not interfere. At high momentum the ratio tends to 9/5, so interference then adds to the separate contributions.

These are lowest-order results for free external electrons. For very slow electrons, repeated photon exchange changes the relative phase of the direct and exchange amplitudes, so the second-order term alone is in general insufficient. At 90° this relative phase vanishes by symmetry, and the nonrelativistic Coulomb cross section keeps its lowest-order value. The combinatorial signs remain valid, but more diagrams are needed. The individual contractions and the remaining values are listed in the numerical output.

Computed results

```
Operator terms (fermion inversions, sign):
  none: 0, +1
  A(x)A(y): 0, +1
  psi(x)bar(y): 2, +1
  psi(y)bar(x): 4, +1
  psi(x)bar(y) A(x)A(y): 2, +1
  psi(y)bar(x) A(x)A(y): 4, +1
  psi(y)bar(x) psi(x)bar(y): 3, -1
  psi(y)bar(x) psi(x)bar(y) A(x)A(y): 3, -1
Classes (multiplicity, weight with 1/2!, sign):
  no contraction: 1, 0.5, +1
  photon exchange: 1, 0.5, +1
  Compton type: 2, 1.0, +1
  fermion self-energy: 2, 1.0, +1
  vacuum polarization: 1, 0.5, -1
  vacuum bubble: 1, 0.5, -1
Total terms 8, classes 6; connected terms 7, connected classes 5
Largest relative error, operator identity: 3.4e-16
Processes: initial > final; externals at vertex|vertex, multiplicity, sign:
  Compton: e1g1 > e2g2; e2g2|e1g1 x2 +1; e1g2|e2g1 x2 +1
  Moller: e1e2 > e3e4; e1e4|e2e3 x2 -1; e2e4|e1e3 x2 +1
  Bhabha: e1p1 > e2p2; e2p2|e1p1 x2 +1; p1p2|e1e2 x2 -1
  Annihilation: e1p1 > g1g2; e1g2|g1p1 x2 +1; g2p1|e1g1 x2 +1
  Pair creation: g1g2 > e1p1; g1p1|e1g2 x2 +1; g2p1|e1g1 x2 +1
  Electron self-energy: e1 > e2; e2|e1 x2 +1
  Photon self-energy: g1 > g2; g2|g1 x2 -1
  Vacuum: 0 > 0; -|- x1 -1
Relative signs: Compton +1, Moller -1, Bhabha -1, Annihilation +1, Pair creation +1
Largest relative error, process amplitudes: 4.1e-16
Moller relative error without fermion signs: 1.162
Compton: photon energy 1.0 mc^2, angle 60 deg, final energy 0.666667 mc^2
Spin-up longitudinal terms (units of mc): absorb first 0.801784, emit first -0.801784
Magnitude of sum (mc): derived sign 1.1e-16, wrong sign 1.603567
Moller: momentum 1.0 mc, angle 60 deg, t -1.000000 (mc)^2, u -3.000000 (mc)^2
Spin-averaged squared amplitude / g^4 (dimensionless):
  direct W_tt 114.000000, exchange W_uu 7.333333
  cross W_tu -8.000000, signed interference 16.000000
  total 137.333333, total with wrong sign 105.333333
Low momentum 0.01 mc, angle 90 deg: W/(W_tt+W_uu) 0.500100
```
